# Gauss-Legendre quadrature of Casimir-Polder integrals: error and frequency scale

Take two LiH molecules and compute their dispersion coefficient by quadrature over imaginary frequency with 16 points. With one choice of the scale that spreads the points over the axis, the result is too large by 5.7%. With another choice, and again 16 response calculations, now at other frequencies, the relative error is about $10^{-8}$. Without a way to predict this difference, one either wastes points or trusts a wrong coefficient.

## The integral and the map

Atomic units are used throughout. At separations $R$ large compared with the molecules, but small enough for retardation to be neglected, the orientation-averaged dispersion energy is $-C_6/R^6$ to leading order, with

$$C_6=\frac{3}{\pi}\int_0^\infty \alpha_A(iw)\,\alpha_B(iw)\,dw,\qquad \alpha(iw)=\sum_i\frac{f_i}{\omega_i^2+w^2}.$$

Here $\alpha$ is the mean polarizability, $\omega_i>0$ are excitation energies and $f_i\ge0$ oscillator strengths. The sum is finite, as in a response calculation with a finite basis. The map

$$w=w_0\frac{1+t}{1-t},\qquad dw=\frac{2w_0}{(1-t)^2}\,dt$$

takes $-1<t<1$ to $0<w<\infty$. Half of the $t$ interval covers frequencies below $w_0$, the other half those above.

## One level by hand

Let both systems have the same single level $\omega$, and first consider one factor, $\int_0^\infty dw/(\omega^2+w^2)=\pi/(2\omega)$. With $x=\omega/w_0$ the map gives

$$\int_0^\infty\frac{dw}{\omega^2+w^2}=\frac{2}{w_0}\int_{-1}^{1}\frac{dt}{x^2(1-t)^2+(1+t)^2}.\tag{1}$$

The factor $(1-t)^2$ from the denominator of $w^2$ has cancelled that of $dw$, so nothing is singular at $t=1$. For $w_0=\omega=1$ the denominator is $2+2t^2$, and the integral becomes

$$\int_{-1}^1\frac{dt}{1+t^2}=\frac{\pi}{2}.$$

The one-point Gauss rule has $t=0$ and weight 2, and gives 2. The two-point rule has $t=\pm1/\sqrt3$ with unit weights, and gives $2\times\frac{1}{1+1/3}=\frac32$. Define the relative error $\delta_n$ as (exact − quadrature)/exact. Then

$$\delta_1=1-\frac4\pi=-0.273,\qquad \delta_2=1-\frac3\pi=0.045.$$

The sign alternates and the size falls by a factor of about six. The integrand is smooth on the real interval, but has poles at $t=\pm i$; their position relative to the interval sets this factor.

Now move the scale. For general $x$ the one-point rule in (1) gives $4/[w_0(1+x^2)]$. Division by $\pi/(2xw_0)$ yields

$$\delta_1(x)=1-\frac{4}{\pi}s,\qquad s=\frac{2x}{1+x^2}.$$

This vanishes at $s=\pi/4$, that is at $x\approx0.49$ and $x\approx2.06$. One point is then right by accident. A small error at one $n$ and one $w_0$ therefore does not prove a good scale.

## The error for $n$ points

The denominator in (1) factorizes. Since $1+t-ix(1-t)=(1+ix)(t-z)$ with

$$z=\frac{ix-1}{ix+1}=\frac{x^2-1+2ix}{x^2+1},$$

and the other factor is the complex conjugate for real $t$, the denominator equals $(1+x^2)(t-z)(t-\bar z)$. Numerator and denominator of $z$ have equal moduli, so $|z|=1$: every physical pole lies on the unit circle, with ${\rm Im}\,z=s$. Partial fractions, with $z-\bar z=2is$, give

$$\frac{2/w_0}{(1+x^2)(t-z)(t-\bar z)}=\frac{1}{2i\omega}\left[\frac1{t-z}-\frac1{t-\bar z}\right]=-\frac1\omega\,{\rm Im}\frac{1}{z-t}.$$

Let $K_n(z)$ be the integral minus the quadrature sum for $1/(z-t)$. Dividing the error by $\pi/(2\omega)$ gives

$$\delta_n(x)=-\frac2\pi\,{\rm Im}\,K_n(z).\tag{2}$$

To find $K_n$, consider $[P_n(z)-P_n(t)]/(z-t)$, with $P_n$ the Legendre polynomial. It is a polynomial in $t$ of degree $n-1$, so the Gauss rule integrates it exactly. At the nodes $t_k$ one has $P_n(t_k)=0$. With weights $g_k$,

$$P_n(z)\sum_k\frac{g_k}{z-t_k}=P_n(z)\int_{-1}^1\frac{dt}{z-t}-\int_{-1}^1\frac{P_n(t)}{z-t}dt,$$

and therefore

$$K_n=\frac{2Q_n(z)}{P_n(z)},\qquad Q_n(z)=\frac12\int_{-1}^1\frac{P_n(t)}{z-t}dt.$$

The division is allowed because all zeros of $P_n$ lie in the real interval.

Both $P_k$ and $Q_k$ obey $(k+1)F_{k+1}=(2k+1)zF_k-kF_{k-1}$ for $k\ge1$. For $Q_k$ this follows by writing $t=z-(z-t)$ under the integral and using $\int P_k\,dt=0$. Put $C_k=P_kQ_{k-1}-P_{k-1}Q_k$. On inserting the recurrence, the terms with $z$ cancel and leave $(k+1)C_{k+1}=kC_k$. Since $Q_1=zQ_0-1$, $C_1=1$, hence $C_k=1/k$. Division by $P_kP_{k-1}$ gives

$$\frac{Q_{k-1}}{P_{k-1}}-\frac{Q_k}{P_k}=\frac1{kP_kP_{k-1}}.$$

Summing over $k>n$ makes the left side telescope. Its far end vanishes because $|P_k|$ grows exponentially, as shown next, while $Q_k$ stays bounded. Thus

$$K_n=2\sum_{k=n+1}^{\infty}\frac{1}{k\,P_k(z)P_{k-1}(z)}.\tag{3}$$

## Rate and phase

Let $r=\sqrt{z^2-1}$, with the sign chosen so that $\zeta=z+r$ has $|\zeta|>1$; then $z-r=1/\zeta$. Laplace's integral is

$$P_n(z)=\frac1\pi\int_0^\pi(z+r\cos\theta)^n\,d\theta.$$

To verify it, multiply by $h^n$ and sum for small $h$. The right side becomes $\frac1\pi\int_0^\pi d\theta/(1-hz-hr\cos\theta)=[(1-hz)^2-h^2r^2]^{-1/2}=(1-2hz+h^2)^{-1/2}$, the generating function of the $P_n$.

As $\theta$ varies, $z+r\cos\theta$ runs along a straight segment from $\zeta$ to $1/\zeta$. The modulus is convex on a segment, so its maximum is at the end $\zeta$. There $z+r\cos\theta\approx\zeta e^{-r\theta^2/(2\zeta)}$, and ${\rm Re}(r/\zeta)={\rm Re}(1-\zeta^{-2})/2>0$. The Gaussian integral gives, for large $n$,

$$P_n(z)\approx\zeta^n\sqrt{\frac{\zeta}{2\pi nr}},\qquad \frac{1}{kP_kP_{k-1}}\approx2\pi r\,\zeta^{-2k}.$$

The sum in (3) is now geometric. With $2r=\zeta-\zeta^{-1}$,

$$K_n\approx\frac{4\pi r\,\zeta^{-2n-2}}{1-\zeta^{-2}}=2\pi\,\zeta^{-(2n+1)}.$$

Write $\zeta=\rho e^{i\psi}$ and $S=(\rho-1/\rho)/2$, so that $(\rho+1/\rho)/2=\sqrt{1+S^2}$. From $z=(\zeta+1/\zeta)/2$,

$${\rm Re}\,z=\sqrt{1+S^2}\cos\psi,\qquad {\rm Im}\,z=S\sin\psi=s.$$

The condition $|z|=1$ reads $\cos^2\psi+S^2=1$, so $S=\sin\psi$ and $s=S^2$. Hence, from (2),

$$\boxed{\delta_n\approx4\rho^{-(2n+1)}\sin[(2n+1)\psi],\quad \rho=\sqrt{1+s}+\sqrt s,\quad \sin\psi=\sqrt s.}\tag{4}$$

The two angles with the same $\sin\psi$, for $x<1$ and $x>1$, give the same value because $2n+1$ is odd. Formula (4) holds for fixed $x$ and large $n$, up to a correction of order $\rho^{-2n}/n$. Where the sine vanishes, the formula gives zero and this correction is the whole error. The formula also fails for a level too far from $w_0$ at the given $n$: for $n=8$ and $x=1000$ it gives 1.29, while the exact error is 0.91.

The best case is $x=1$, where $s=1$, $\rho=1+\sqrt2$ and each point reduces the error by $\rho^2=5.83$. This is the factor of about six found by hand. Formula (4) gives $-0.284$ at $n=1$, against $-0.273$, and $1.24\times10^{-6}$ at $n=8$, against $1.22\times10^{-6}$. For a level ten times above $w_0$, $\rho$ is 1.54 and the error at $n=10$ is still $-1.1\times10^{-4}$.

For a single factor, a level far below $w_0$ is as hard as one equally far above it on a logarithmic scale. The product of two factors, treated next, does not in general share this symmetry. Replacing $x$ by $1/x$ and $t$ by $-t$ leaves the relative integrand unchanged, and the Gauss nodes are symmetric, so $\delta_n(x)=\delta_n(1/x)$ holds for every $n$.

## From one level to a pair

The Casimir-Polder integrand contains products. For $a\ne b$,

$$\frac1{(a^2+w^2)(b^2+w^2)}=\frac1{b^2-a^2}\left[\frac1{a^2+w^2}-\frac1{b^2+w^2}\right].$$

The exact integral is $\pi/[2ab(a+b)]$, and the error is $\frac{\pi}{2}(\delta_a/a-\delta_b/b)/(b^2-a^2)$, where $\delta_a=\delta_n(a/w_0)$. Their ratio is the relative pair error

$$\epsilon_{ab}=\frac{b\,\delta_a-a\,\delta_b}{b-a}.\tag{5}$$

Two special cases are useful.

- **Unlike levels with $w_0=\sqrt{ab}$.** The arguments $a/w_0$ and $b/w_0$ are reciprocal, so $\delta_a=\delta_b$ and $\epsilon_{ab}=\delta_n(\sqrt{b/a})$.
- **Equal levels.** The limit $b\to a$ gives $\epsilon_{aa}=\delta_n(x)-x\delta_n'(x)$. Differentiating (4) brings down a factor of order $n$, so coincident levels generally have errors of order $n\rho^{-2n}$. At $x=1$ the reciprocal symmetry makes $\delta_n'(1)=0$, and this factor disappears.

The second case completes the hand example. For two equal one-level systems with $w_0=\omega$, the one-point $C_6$ is $4/\pi$ times the exact one, and the two-point $C_6$ is $3/\pi$ times it. The exact value is $C_6=3f^2/(4\omega^3)=\frac34\alpha(0)^2\omega$.

## Many levels and the choice of $w_0$

The total error is the sum of pair errors weighted by strengths. For $n\to\infty$ the slowest $\rho$ dominates, unless its coefficient happens to vanish. Since $s=1/\cosh[\ln(\omega/w_0)]$, that is the level farthest from $w_0$ on a logarithmic scale. The largest distance is least when $w_0$ is midway between the extremes:

$$w_0=\sqrt{\omega_{\min}\omega_{\max}}\qquad(n\to\infty).\tag{6}$$

A pair of one-level systems, with levels $a=0.2$ and $b=1.8$ hartree and integrand $1/[(a^2+w^2)(b^2+w^2)]$, shows this. At $w_0=0.6$, $x$ is 1/3 or 3, so $s=0.6$, $\rho=2.04$ and the predicted decay of the log error is $2\ln\rho=1.425$ per point. A fit to errors from $n=20$ to 50 gives 1.428. At $w_0=0.3$ or 1.2 the prediction is 1.085 and the fit gives 1.081. The limit is approached slowly. In (5) the upper level carries a weight nine times smaller than the lower one, and the scale with the smallest worst error is about 0.38 over $n=6$ to 10 and 0.46 over $n=12$ to 17.

Rule (6) ignores how much each level matters. In the pair error, the part due to a high level $b\gg a$ is

$$-\frac{3}{\pi}f_af_b\,\frac{\pi}{2b}\,\frac{\delta_b}{b^2-a^2}\approx-\frac{3f_af_b}{2b^3}\,\delta_b .$$

At fixed $n$, $\delta_b$ tends to 1 as $b\to\infty$, because the finite quadrature sum falls as $b^{-2}$ while the exact integral falls as $b^{-1}$. Such a level is not resolved at all, but $b^{-3}$ suppresses the damage. At practical $n$ the scale should therefore follow the levels that carry $C_6$. The one-level result suggests, for like molecules,

$$\omega_{\rm eff}=\frac{4C_6}{3\alpha(0)^2}.\tag{7}$$

In a true continuum that reaches infinite energy, the poles accumulate at $t=1$, where $\rho\to1$. The argument then guarantees no common geometric rate, and convergence must be judged by increasing $n$.

## The procedure

1. Choose a trial $w_0$ of the size of the main valence excitation energies.
2. From the Gauss-Legendre nodes $t_k$ and weights $g_k$, form $w_k=w_0(1+t_k)/(1-t_k)$ and $W_k=2w_0g_k/(1-t_k)^2$.
3. Compute $\alpha_A(iw_k)$ and $\alpha_B(iw_k)$, and sum $C_6\approx\frac3\pi\sum_kW_k\alpha_A\alpha_B$.
4. For like molecules, compute also $\alpha(0)$, insert it and this $C_6$ in (7), and repeat with $w_0=\omega_{\rm eff}$. For unlike ones, each effective frequency needs the $C_6$ of that molecule with itself. Their geometric mean is the large-$n$ choice in the one-level model; at small $n$ it is only a starting value.
5. Increase $n$ over several values, since the oscillation in (4) can hide an error at one of them.

## LiH with LiH

The bond length is fixed at 3.0 bohr. The polarizability comes from time-dependent Hartree-Fock theory. For occupied orbitals $i,j$ and virtual orbitals $a,b$, all real, with energies $\varepsilon$, the singlet matrices are

$$A_{ia,jb}=(\varepsilon_a-\varepsilon_i)\delta_{ij}\delta_{ab}+2(ia|jb)-(ij|ab),\quad B_{ia,jb}=2(ia|jb)-(ib|ja).$$

For a unit field along one axis, with dipole integrals $d$, the amplitudes obey $(A-\omega)X+BY=-d$ and $BX+(A+\omega)Y=-d$. Put $M=A+B$ and $N=A-B$. The difference of the equations gives $X-Y=\omega N^{-1}(X+Y)$. Inserting this in their sum and setting $\omega=iw$ gives

$$(M+w^2N^{-1})(X+Y)=-2d,\qquad \alpha(iw)=4\,d^T(M+w^2N^{-1})^{-1}d .$$

The second relation uses $\alpha=-2d^T(X+Y)$, with 2 for spin; the mean over three axes enters $C_6$. Each node thus costs linear solves with one matrix. Diagonalizing $N^{1/2}MN^{1/2}$ instead gives all $\omega_i^2$ with normalized eigenvectors $u_i$. Since $(M+w^2N^{-1})^{-1}=N^{1/2}(N^{1/2}MN^{1/2}+w^2)^{-1}N^{1/2}$, the strengths are $f_i=4(d^TN^{1/2}u_i)^2$ averaged over the three axes. This yields a reference free of quadrature, $C_6=\frac32\sum_{ij}f_if_j/[\omega_i\omega_j(\omega_i+\omega_j)]$.

The uncontracted Gaussian basis has 63 functions. Its exponents are, for Li, s: $0.02\times2.5^k$, $k=0$ to 11; p: $0.02\times3^k$, $k=0$ to 6; d: 0.06 and 0.2. For H they are s: $0.04\times3^k$, $k=0$ to 7; p: $0.05\times3^k$, $k=0$ to 3.

In this basis the static polarizability is 23.99 bohr³, and a finite-field calculation agrees. The digits given here and below belong to this basis; their convergence with a larger one is not established. The double sum gives $C_6=101.3$ hartree bohr⁶, or 60.5 eV Å⁶, so

$$\omega_{\rm eff}=\frac{4\times101.31}{3\times(23.992)^2}=0.235\ \text{hartree}.$$

The levels with nonzero strength run from 0.149 to 1594 hartree. The upper end reflects the compact basis functions. Rule (6) gives $w_0=15.4$ hartree, far above the valence response. The signed relative errors of $C_6$ are:

| $w_0$ (hartree) | $n=4$ | $n=8$ | $n=16$ |
|---|---|---|---|
| 0.100 | $-3.7\times10^{-3}$ | $1.6\times10^{-4}$ | $-1.3\times10^{-6}$ |
| 0.235 | $-2.3\times10^{-3}$ | $5.0\times10^{-6}$ | $-1.2\times10^{-8}$ |
| 1.000 | $-4.7\times10^{-2}$ | $-4.2\times10^{-4}$ | $6.3\times10^{-8}$ |
| 15.4 | $0.94$ | $0.39$ | $-5.7\times10^{-2}$ |

At $w_0=\omega_{\rm eff}$, summing the pair errors with $\delta_n$ from (2) and (3) reproduces the observed errors at $n=4$ and 8, a test of the error analysis on the full spectrum.

The last row converges slowly and oscillates: at $n=12$ its error was $-5.05\times10^{-2}$, slightly smaller in size than at $n=16$. The lowest level has $x\approx0.0097$, so $s\approx0.019$ and $\rho^2\approx1.32$, which is only weak damping per point. The total is a sum of pair errors that oscillate with $n$, so it need not fall monotonically.

To bring the error below $10^{-6}$ and keep it there up to $n=120$ takes 11 points at $\omega_{\rm eff}$ and 53 at the geometric mean. A scan for the smallest worst error over $n=8$ to 11 finds $w_0\approx0.31$ hartree. The count there depends on where the oscillating errors happen to fall: 8 points at 0.310 hartree, 9 at 0.312 and 10 at 0.30. Thus (7) is a good starting value here, not the optimum. Nor need $w_0$ be accurate: at 0.1 hartree, less than half of $\omega_{\rm eff}$, eight points already determine $C_6$, and hence the next $w_0$, to about $2\times10^{-4}$.

These errors concern the quadrature alone. The value of $C_6$ still lacks correlation beyond this response model, vibration, relativity and the effect of a larger basis. It also excludes the electrostatic and induction energies due to the permanent dipole of LiH. Further values of $n$ and $w_0$ are in the numerical output.

## Computed results

```
Relative error means (exact - quadrature)/exact
Best single-level rho = 2.414214; rho^2 = 5.828427
x=1, n=1: delta measured -2.73240e-01, asymptotic -2.84271e-01
x=1, n=2: delta measured 4.50703e-02, asymptotic 4.87732e-02
x=1, n=4: delta measured 1.38075e-03, asymptotic 1.43575e-03
x=1, n=8: delta measured 1.21865e-06, asymptotic 1.24415e-06
x=3: rho=2.03951; n=10 delta measured -3.0895e-07, asymptotic -3.0303e-07
x=10: rho=1.53954; n=10 delta measured -1.0524e-04, asymptotic -1.1927e-04
Two-level model: levels 0.2 and 1.8 hartree
w0=0.3 hartree: log-error decay per point measured 1.0813, predicted 1.0850
w0=0.6 hartree: log-error decay per point measured 1.4281, predicted 1.4254
w0=1.2 hartree: log-error decay per point measured 1.0813, predicted 1.0850
LiH bond length = 3.0 bohr; basis functions = 63
LiH RHF energy = -7.986407 hartree
Bright response levels = 114; strength sum = 4.0000
Lowest, highest bright level = 0.14940, 1594.39 hartree
Static mean polarizability: TDHF 23.9917, finite field 23.9920 bohr^3
C6 from level double sum = 101.31369 hartree bohr^6
C6 from 16 linear-response nodes = 101.31369 hartree bohr^6
C6 converted = 60.5377 eV angstrom^6
Effective frequency 4 C6/(3 alpha0^2) = 0.23468 hartree
Geometric-mean frequency = 15.4338 hartree
Best scanned w0 for worst error over n=8..11 = 0.3117 hartree
Worst error there = 1.265e-06
LiH n=4, w0=effective: error observed -2.27424e-03, pole formula -2.27424e-03
LiH n=8, w0=effective: error observed 5.01290e-06, pole formula 5.01290e-06
LiH signed relative C6 errors; w0 in hartree
w0=0.0500: n=4: 2.94e-02, n=8: -3.48e-04, n=12: 1.41e-04, n=16: 2.33e-05
w0=0.1000: n=4: -3.74e-03, n=8: 1.62e-04, n=12: 1.02e-05, n=16: -1.31e-06
w0=0.2347: n=4: -2.27e-03, n=8: 5.01e-06, n=12: -3.15e-07, n=16: -1.22e-08
w0=0.5000: n=4: 1.21e-02, n=8: 3.37e-05, n=12: 4.87e-08, n=16: -5.03e-09
w0=1.0000: n=4: -4.69e-02, n=8: -4.24e-04, n=12: 7.97e-06, n=16: 6.27e-08
w0=2.0000: n=4: -6.92e-02, n=8: 5.17e-03, n=12: -2.68e-04, n=16: 1.28e-05
w0=15.4338: n=4: 9.40e-01, n=8: 3.92e-01, n=12: -5.05e-02, n=16: -5.67e-02
Points for error below 1e-6 from there to n=120, effective w0: 11
Points for error below 1e-6 from there to n=120, best scanned w0: 9
Points for error below 1e-6 from there to n=120, geometric mean w0: 53
```
